# Energy harvested by an ideal Olsen cycle in a ferroelectric plate

## The question

A poled ferroelectric plate with electrodes on its two faces is taken slowly round a closed cycle of four legs, called the Olsen cycle:

1. charging at the cold temperature $T_c$, the field rising from $E_L$ to $E_H$;
2. heating from $T_c$ to $T_h$ at the constant field $E_H$;
3. discharging at $T_h$, the field falling from $E_H$ to $E_L$;
4. cooling from $T_h$ to $T_c$ at the constant field $E_L$.

The fields are $E_L=1$ MV/m and $E_H=8$ MV/m, and the temperatures are $T_c=300$ K and $T_h=400$ K. The polarization $P$ points along the field and depends on temperature only. It falls from $P(T_c)=0.30$ C/m² to $P(T_h)=0.25$ C/m², a drop $\Delta P=P(T_c)-P(T_h)=0.05$ C/m². The plate has thickness $d=0.2$ mm and electrode area $A=1$ cm². Until part (f), leakage, hysteresis and changes of size are neglected.

The polarization and the material constants given later are rough values for a ceramic of the lead zirconate titanate (PZT) type.

## (a) Work on a charged plate

**Question.** Show that the electrical energy delivered by the plate, per unit volume and cycle, is $W=-\oint E\,dD$, where $D$ is the electric displacement.

**Answer.** To move a charge $dQ$ onto the plate at voltage $V$, the source does work $V\,dQ$. The field is uniform, so $V=Ed$. Inside the metal electrode the field vanishes, and Gauss's law then gives the free charge on the electrode as $Q=DA$. With $A$ and $d$ fixed, the work done on the plate per unit volume is

$$
\frac{V\,dQ}{Ad}=\frac{(Ed)(A\,dD)}{Ad}=E\,dD .
$$

Energy delivered by the plate is counted as positive here, so each small step contributes $-E\,dD$. Summing round the closed cycle gives

$$
W=-\oint E\,dD .
$$

The unit is (V/m)(C/m²) = J/m³. This is the net output at the electrodes, before any loss in the external circuit.

## (b) The harvested energy density

**Question.** Find the work delivered on each leg, and hence $W$ as a formula and as a number.

**Answer.** The displacement is $D=\varepsilon_0E+P(T)$, so

$$
dD=\varepsilon_0\,dE+\frac{dP}{dT}\,dT .
$$

On the cold charging leg $dT=0$, and therefore

$$
W_1=-\int_{E_L}^{E_H}\varepsilon_0E\,dE
=-\tfrac12\varepsilon_0\left(E_H^2-E_L^2\right).
$$

On the heating leg $dE=0$ and the field is $E_H$:

$$
W_2=-E_H\left[P(T_h)-P(T_c)\right]=+E_H\,\Delta P .
$$

On the hot discharging leg the limits of the field integral are reversed:

$$
W_3=-\int_{E_H}^{E_L}\varepsilon_0E\,dE
=+\tfrac12\varepsilon_0\left(E_H^2-E_L^2\right).
$$

On the cooling leg the polarization recovers at the field $E_L$:

$$
W_4=-E_L\left[P(T_c)-P(T_h)\right]=-E_L\,\Delta P .
$$

The first and third contributions cancel, which leaves

$$
W=(E_H-E_L)\,\Delta P .
$$

In numbers, $W_1=-0.000279$ and $W_3=+0.000279$ MJ/m³, while

$$
W_2=8\times0.05=0.40\ \text{MJ/m}^3,\qquad
W_4=-1\times0.05=-0.05\ \text{MJ/m}^3 .
$$

The harvested energy density is therefore

$$
W=(8-1)\times0.05=0.35\ \text{MJ/m}^3=0.35\ \text{J/cm}^3 .
$$

Heating drives charge off the plate at high voltage, and cooling takes the same charge back at low voltage. The difference is the harvest. If the two fields were equal, $W$ would vanish. If $E_L$ were lowered to zero and the plate stayed fully poled, $W$ would rise to 0.40 MJ/m³, so keeping a field of 1 MV/m costs one eighth of that limit.

The shape of $P(T)$ between the end temperatures does not enter. For instance, let the completed fraction of the drop be $0.4x+0.6x^3$, with $x=(T-T_c)/(T_h-T_c)$. A numerical sum of $-E\,dD$ round the cycle then gives 0.3500 MJ/m³, as the formula requires.

## (c) Voltages and energy of the plate

**Question.** Find the two voltages, the charge released on heating and the energy harvested per cycle.

**Answer.** The voltages are

$$
V_L=E_Ld=(1\times10^6)(0.2\times10^{-3})=200\ \text{V},\qquad
V_H=E_Hd=1600\ \text{V}.
$$

The charge released on heating is

$$
\Delta Q=A\,\Delta P=(1\times10^{-4})(0.05)=5\ \mu\text{C}.
$$

It leaves at 1600 V and returns at 200 V, so the energy per cycle is

$$
\Delta Q\,(V_H-V_L)=(5\times10^{-6})(1400)=7\ \text{mJ}.
$$

The volume $Ad=2\times10^{-8}$ m³ multiplied by 0.35 MJ/m³ gives the same 7 mJ.

## (d) When the polarization depends on the field

**Question.** Express $W$ as an integral over the field for a polarization $P(T,E)$. Apply it to $P=P_0(T)+\varepsilon_0\chi(T)E$, where $\Delta P$ now denotes the drop of $P_0$. Take the susceptibility to rise on heating from $\chi_c=1000$ to $\chi_h=1200$.

**Answer.** The product $ED$ returns to its starting value after a cycle, so

$$
0=\oint d(ED)=\oint E\,dD+\oint D\,dE,
\qquad\text{hence}\qquad W=\oint D\,dE .
$$

The constant-field legs have $dE=0$ and drop out. The cold leg runs upward in field and the hot leg downward:

$$
W=\int_{E_L}^{E_H}\left[D(T_c,E)-D(T_h,E)\right]dE
=\int_{E_L}^{E_H}\left[P(T_c,E)-P(T_h,E)\right]dE .
$$

The term $\varepsilon_0E$ is the same at both temperatures and has cancelled. If $P$ depends on temperature only, the integrand is the constant $\Delta P$ and the result of part (b) returns. For the linear response,

$$
P(T_c,E)-P(T_h,E)=\Delta P+\varepsilon_0(\chi_c-\chi_h)E ,
$$

and integration gives

$$
W=(E_H-E_L)\,\Delta P+\tfrac12\varepsilon_0(\chi_c-\chi_h)\left(E_H^2-E_L^2\right).
$$

A susceptibility that is large but equal at both temperatures changes nothing, because the extra energy stored on charging is returned on discharging. A susceptibility that rises on heating lowers the harvest. Part (b) gave $\tfrac12\varepsilon_0(E_H^2-E_L^2)=0.000279$ MJ/m³, so the correction is

$$
(1000-1200)\times0.000279=-0.056\ \text{MJ/m}^3 ,
$$

which is 16 % of the ideal work. The reason shows in the polarization drop itself. It is 0.048 C/m² at the low field but 0.036 C/m² at the high field. Leg by leg, heating now delivers 0.287 instead of 0.40 MJ/m³, a loss of 0.113. The hot discharge returns 0.056 more than the cold charge took, and cooling takes back 0.002 less, which leaves the net loss of 0.056 MJ/m³. The mean of the two, 0.042 C/m², times 7 MV/m gives 0.29 MJ/m³.

The number thus depends on the field at which the drop of 0.05 C/m² is specified. Here it is the drop extrapolated to zero field. A response linear up to 8 MV/m is itself an assumption, so the correction is an estimate of size.

## (e) Heat and efficiency

**Question.** Let $P$ again depend on temperature only, and linearly, with $dP/dT=-p$. The heat capacity per unit volume at constant field is $c=3$ MJ/(m³ K). Find the heat exchanged on each leg, the efficiency without heat recovery, and the efficiency if all the heat given up on cooling is reused for heating.

**Answer.** For reversible changes the energy per unit volume obeys $du=T\,dS+E\,dD$, where $S$ is the entropy per unit volume. Define $g=u-TS-ED$. Then

$$
dg=T\,dS+E\,dD-T\,dS-S\,dT-E\,dD-D\,dE=-S\,dT-D\,dE .
$$

The mixed second derivatives of $g$ are equal, so

$$
\left(\frac{\partial S}{\partial E}\right)_T
=\left(\frac{\partial D}{\partial T}\right)_E
=\frac{dP}{dT}=-p .
$$

The heat absorbed in an isothermal step is $T\,dS=-Tp\,dE$. On cold charging and hot discharging this gives

$$
q_1=-T_c\,p\,(E_H-E_L),\qquad q_3=+T_h\,p\,(E_H-E_L).
$$

With $p=0.05/100=5\times10^{-4}$ C/(m² K),

$$
q_1=-300\,(5\times10^{-4})(7\times10^6)\ \text{J/m}^3=-1.05\ \text{MJ/m}^3,
$$

$$
q_3=400\,(5\times10^{-4})(7\times10^6)\ \text{J/m}^3=1.40\ \text{MJ/m}^3 .
$$

On the constant-field legs the heat is $c\,dT$. The heat capacity does not depend on the field, because

$$
\left(\frac{\partial c}{\partial E}\right)_T
=T\,\frac{\partial^2S}{\partial T\,\partial E}
=T\,\frac{d^2P}{dT^2}=0
$$

for a linear $P(T)$. Heating therefore absorbs $q_2=3\times100=300$ MJ/m³ and cooling returns the same amount. The net heat absorbed is

$$
q_1+q_3=p\,(T_h-T_c)(E_H-E_L)=\Delta P\,(E_H-E_L)=W .
$$

In numbers, $1.40-1.05=0.35$ MJ/m³. The harvested energy comes from heat, as the first law demands for a closed cycle.

Without recovery, the heat to be supplied is $q_2+q_3=301.4$ MJ/m³, and the efficiency is

$$
\eta=\frac{W}{q_2+q_3}=\frac{0.35}{301.4}=0.12\ \% .
$$

Nearly all the supplied heat serves to warm the lattice. With perfect recovery, heat released on cooling at each temperature is used for heating at that same temperature. The hot source then supplies $q_3$ alone:

$$
\eta_{\text{rec}}=\frac{W}{q_3}
=\frac{p\,(T_h-T_c)(E_H-E_L)}{T_h\,p\,(E_H-E_L)}
=1-\frac{T_c}{T_h}=25\ \% .
$$

This is the Carnot value. It rests on the linear $P(T)$: if $P(T)$ is curved, $c$ depends on the field and the heats of legs 2 and 4 no longer match at each temperature. For the cubic $P(T)$ of part (b), the slope at $T_h$ is $1.1\times10^{-3}$ C/(m² K), so $q_3=3.08$ MJ/m³ and the efficiency with perfect recovery falls to $0.35/3.08=11\ \%$.

Run backwards with perfect recovery, the cycle is an electrocaloric refrigerator. It consumes 0.35 MJ/m³ of work, takes 1.05 MJ/m³ from the cold side and gives 1.40 MJ/m³ to the hot side.

## (f) What the ideal model leaves out

**Question.** Estimate the effects of leakage, hysteresis, thermal expansion and imperfect isothermal conditions. Use a resistivity $\rho=10^{10}$ Ω m at 400 K, a hold of $t=10$ s at high field when hot, a loss tangent $\tan\delta=0.03$, a linear expansion coefficient $\alpha=5\times10^{-6}$ K⁻¹ and a breakdown field of 12 MV/m. Compare the model with a real plate.

**Answer.** *Leakage.* The current density $E_H/\rho$ flows at the field $E_H$, so the energy lost is

$$
w_{\text{leak}}=\frac{E_H^2\,t}{\rho}
=\frac{(8\times10^6)^2\times10}{10^{10}}\ \text{J/m}^3=0.064\ \text{MJ/m}^3 ,
$$

or 18 % of the ideal work. The loss is proportional to the hold time. Only the hold is counted here, but current also leaks on the other legs: a linear discharge lasting 10 s at 400 K would add $(E_H^2+E_HE_L+E_L^2)\,t/(3\rho)=0.024$ MJ/m³. The estimate assumes that $\rho$ is the resistivity at the working field. Leakage in ceramics often grows faster than in proportion to the field, so a value measured at low field can understate the loss. At the same resistivity and field, a hold of about 55 s would consume the whole ideal harvest.

*Hysteresis.* Model one charge and discharge as an elliptical loop about the mean field $E_m$, with amplitude $E_a=(E_H-E_L)/2=3.5$ MV/m:

$$
E=E_m+E_a\cos\varphi,\qquad
D=D_m+\varepsilon_0\chi_cE_a(\cos\varphi+\tan\delta\,\sin\varphi).
$$

Then $dD=\varepsilon_0\chi_cE_a(-\sin\varphi+\tan\delta\,\cos\varphi)\,d\varphi$. Over a full turn the integrals of $\sin\varphi$, $\cos\varphi$ and $\sin\varphi\cos\varphi$ vanish, while that of $\cos^2\varphi$ is $\pi$. The energy absorbed is

$$
\oint E\,dD=\pi\varepsilon_0\chi_c\tan\delta\,E_a^2=0.010\ \text{MJ/m}^3 ,
$$

or 3 % of the ideal work. Using one loss tangent for so large a swing is an extrapolation. The ellipse also assumes a sinusoidal field, whereas the cycle ramps and holds. With a loss tangent independent of frequency, four legs of equal duration give 0.014 MJ/m³, and ramps lasting a tenth of the period give 0.022 MJ/m³.

*Thermal expansion.* Let the voltages be fixed and all densities refer to the cold dimensions. The hot electrode area is larger by the factor $1+2\alpha(T_h-T_c)$, so the charge released per unit cold area is

$$
P(T_c)-P(T_h)\left[1+2\alpha(T_h-T_c)\right]
=\Delta P-2\alpha(T_h-T_c)P(T_h).
$$

The last term is $2(5\times10^{-6})(100)(0.25)=2.5\times10^{-4}$ C/m². Multiplied by 7 MV/m it costs 0.0018 MJ/m³, or 0.5 %. This counts only the field-independent polarization. With the susceptibilities of part (d), the growth of area and thickness also raises the hot capacitance by the factor $1+\alpha(T_h-T_c)$, and the loss becomes 0.0019 MJ/m³.

*Adiabatic field steps.* If the field changes too fast for heat to flow, $dS=0$. With $dS=(c/T)\,dT-p\,dE$ this gives $dT=(Tp/c)\,dE$. The changes are small, so $T$ may be held at its starting value on the right:

$$
\delta T_c=\frac{T_c\,p\,(E_H-E_L)}{c}=\frac{1.05}{3}=0.35\ \text{K},\qquad
\delta T_h=\frac{1.40}{3}=0.47\ \text{K}.
$$

Charging warms the plate and discharging cools it. On average over the field the two temperatures approach each other by $(\delta T_c+\delta T_h)/2$. By the integral of part (d), the fraction of work lost is

$$
\frac{\delta T_c+\delta T_h}{2(T_h-T_c)}=\frac{0.35+0.47}{200}=0.4\ \% .
$$

*Comparison with a real plate.* A pyroelectric slope of a few $10^{-4}$ C/(m² K) is a typical size for poled PZT ceramics. The upper field is high for a bulk ceramic: it is 0.67 of the rough breakdown field assumed here, and real breakdown depends on thickness, pores and electrode edges. Of the effects estimated here, the two largest come from leakage and from the field dependence of the polarization drop. If the four losses above and the susceptibility correction of part (d) are simply added, they remove 0.13 MJ/m³ and leave about 0.22 MJ/m³. This sum ignores any interplay between the effects, and its two largest terms depend on rough inputs, so about 0.2 MJ/m³ is as much as it supports. The formula also requires the plate to stay poled. If domains turn away from the field during the low-field leg, the charge taken back is no longer set by $P(T)$ alone.

The main inputs and results are collected in the numerical output below.

## Calculated quantities

```
INPUTS (material values are rough)
low field, high field: 1.0, 8.0 MV/m
polarization drop: 0.050 C/m^2
polarization cold, hot: 0.30, 0.25 C/m^2
temperature cold, hot: 300, 400 K
heat capacity: 3.0 MJ/(m^3 K)
susceptibility cold, hot: 1000, 1200 (no unit)
loss tangent: 0.03 (no unit)
hot resistivity: 1.0e+10 ohm m
time at high field when hot: 10 s
linear expansion coefficient: 5.0e-06 1/K
breakdown field: 12 MV/m
plate thickness: 0.2 mm
plate area: 1.0 cm^2
DELIVERED WORK
cold charging: -0.000279 MJ/m^3
heating at high field: 0.4000 MJ/m^3
hot discharging: 0.000279 MJ/m^3
cooling at low field: -0.0500 MJ/m^3
field span: 7.0 MV/m
net, traced cycle: 0.3500 MJ/m^3
net, formula: 0.3500 MJ/m^3 = 0.3500 J/cm^3
PLATE
voltage low, high: 200, 1600 V
charge released on heating: 5.00 uC
energy per cycle: 7.00 mJ
HEAT (polarization linear in temperature)
pyroelectric slope size: 5.0e-04 C/(m^2 K)
absorbed on hot isotherm: 1.400 MJ/m^3
rejected on cold isotherm: 1.050 MJ/m^3
absorbed on heating leg: 300.0 MJ/m^3
total heat absorbed: 301.4 MJ/m^3
efficiency without heat recovery: 0.116 %
efficiency with perfect recovery: 25.0 %
NEGLECTED EFFECTS (change of net work; share of ideal work)
susceptibility rise: -0.0558 MJ/m^3; -15.9 %
leakage: -0.0640 MJ/m^3; -18.3 %
hysteresis: -0.0102 MJ/m^3; -2.9 %
area expansion: -0.0018 MJ/m^3; -0.5 %
adiabatic field steps: -0.0014 MJ/m^3; -0.4 %
drop with susceptibility, low field: 0.0482 C/m^2
drop with susceptibility, high field: 0.0358 C/m^2
electrocaloric step cold, hot: 0.35, 0.47 K
high field / breakdown field: 0.67 (no unit)
```
